# Linear polarisation of dot emission from light-hole admixture: test program

```python
# Result under test: a hole state HH + beta*LH emits along the surface normal
# with linear degree P = (2 beta/sqrt(3))/(1 + beta^2/3), near 2 beta/sqrt(3).
# HH = |3/2,3/2>, LH = |3/2,-1/2>: valence-electron states emptied by the hole.
# beta: LH/HH amplitude ratio; d: shear deformation potential; exy: tensor shear.
# gap: HH-LH splitting without shear; axial: parameter D of the axial term;
# so_split: spin-orbit splitting S. Energies are in meV.
import numpy as np
from scipy.constants import k, e
from scipy.integrate import quad
from scipy.optimize import brentq

# Orbital angular momentum in the Cartesian basis X, Y, Z, and spin 1/2
L = np.zeros((3, 3, 3), complex)
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[a, b, c] = -1j
    L[a, c, b] = 1j
S = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
L6 = [np.kron(m, np.eye(2)) for m in L]
S6 = [np.kron(np.eye(3), m) for m in S]
J6 = [l + s for l, s in zip(L6, S6)]

# J = 3/2 states by repeated lowering of the stretched state
lower = J6[0] - 1j * J6[1]
ladder = [np.kron(-np.array([1, 1j, 0]) / np.sqrt(2), [1, 0])]
for _ in range(3):
    v = lower @ ladder[-1]
    ladder.append(v / np.linalg.norm(v))
Q = np.array(ladder).T
HH, LH = ladder[0], ladder[2]
assert np.allclose(Q.conj().T @ Q, np.eye(4))
assert np.allclose(J6[2] @ LH, -0.5 * LH)

angles = np.linspace(0, np.pi, 1801)[:-1]


def dipoles(state):
    """In-plane dipole vectors for the two electron spins."""
    c = state.reshape(3, 2)
    return [c[:2, 0], c[:2, 1]]


def scan(vectors):
    """Intensity behind a rotating linear polariser, vectors incoherent."""
    return sum(abs(np.cos(angles) * v[0] + np.sin(angles) * v[1])**2
               for v in vectors)


def degree(vectors):
    i = scan(vectors)
    return (i.max() - i.min()) / (i.max() + i.min())


def mixed(beta, chi=0.0):
    return (HH + beta * np.exp(1j * chi) * LH) / np.sqrt(1 + beta**2)


def formula(beta):
    return 2 * beta / np.sqrt(3) / (1 + beta**2 / 3)


# Degree, strong axis, Kramers partner and exciton doublet
for beta in (0.03, 0.2, 0.7):
    for chi in (0.0, 0.9, 2.3):
        psi = mixed(beta, chi)
        vec = dipoles(psi)
        assert abs(degree(vec) - formula(beta)) < 1e-5
        axis = angles[np.argmax(scan(vec))]
        assert abs(np.sin(axis - chi / 2 - np.pi / 2)) < 0.002
        c = psi.reshape(3, 2)
        partner = np.stack([-c[:, 1].conj(), c[:, 0].conj()], 1).ravel()
        assert abs(degree(dipoles(partner)) - formula(beta)) < 1e-5
        v1, v2 = vec[0], dipoles(partner)[1]
        line_a, line_b = (v1 + v2) / np.sqrt(2), (v1 - v2) / np.sqrt(2)
        assert degree([line_a]) > 0.9999 and degree([line_b]) > 0.9999
        assert abs(degree([line_a, line_b]) - formula(beta)) < 1e-5

# The error of the linear law is cubic in beta
err = [2 * x / np.sqrt(3) - degree(dipoles(mixed(x))) for x in (0.05, 0.1)]
assert abs(err[1] / err[0] - 8) < 0.1

# Inversion of the measured degree
P = 0.10
beta_linear = np.sqrt(3) * P / 2
beta = np.sqrt(3) * (1 - np.sqrt(1 - P**2)) / P
beta_other = np.sqrt(3) * (1 + np.sqrt(1 - P**2)) / P
beta_scan = brentq(lambda x: degree(dipoles(mixed(x))) - P, 0.001, 1)
assert abs(beta - beta_scan) < 1e-8
assert abs(degree(dipoles(mixed(beta_other))) - P) < 1e-8

# Rough dot parameters
gap, d, so_split = 80.0, -4000.0, 360.0
shear_energy = gap * beta / (1 - beta**2)
exy = shear_energy / abs(d)


def strain_h(axial, shear):
    """Orbital strain Hamiltonian for valence-electron energies."""
    h = 1.5 * axial * (L6[2] @ L6[2] - 2 * np.eye(6) / 3)
    return h - np.sqrt(3) * d * shear * (L6[0] @ L6[1] + L6[1] @ L6[0])


# Four bands: projected orbital Hamiltonian against the J form and beta
h4 = Q.conj().T @ strain_h(gap, exy) @ Q
J4 = [Q.conj().T @ m @ Q for m in J6]
h_j = gap / 2 * (J4[2] @ J4[2] - 1.25 * np.eye(4))
h_j = h_j - d / np.sqrt(3) * exy * (J4[0] @ J4[1] + J4[1] @ J4[0])
assert np.allclose(h4, h_j)
energy4, vec4 = np.linalg.eigh(h4)
states4 = (Q @ vec4).T
top4 = [v for s in states4[2:] for v in dipoles(s)]
assert abs(degree(top4) - P) < 1e-8
strong_axis = np.degrees(angles[np.argmax(scan(top4))])
assert abs(strong_axis - 135) < 0.11


def six_band(axial, shear, so):
    spin_orbit = 2 * so / 3 * sum(l @ s for l, s in zip(L6, S6))
    return np.linalg.eigh(spin_orbit + strain_h(axial, shear))


def six_degree(axial, shear, so):
    states = six_band(axial, shear, so)[1].T[-2:]
    return degree([v for s in states for v in dipoles(s)])


def six_gap(axial):
    en = six_band(axial, 0.0, so_split)[0]
    return en[-1] - en[-3]


# Six bands at the same actual HH-LH splitting
axial6 = brentq(lambda x: six_gap(x) - gap, 40, 200)
small = 1e-5
response = 2 * np.sqrt(3) * abs(d) * (1 / (3 * axial6) + 1.5 / so_split)
assert abs(six_degree(axial6, small, so_split) / (response * small) - 1) < 1e-4
assert abs(six_degree(gap, exy, 1e7) / P - 1) < 1e-3
exy6 = brentq(lambda x: six_degree(axial6, x, so_split) - P, 1e-5, 5e-3)
top6 = six_band(axial6, exy6, so_split)[1][:, -2:]
weights = (abs(Q.conj().T @ top6)**2).sum(axis=1) / 2
w_hh, w_lh = weights[0] + weights[3], weights[1] + weights[2]
w_so = 1 - w_hh - w_lh
beta6 = np.sqrt(w_lh / w_hh)
P_same_shear = six_degree(axial6, exy, so_split)


def thermal_degree(temp):
    """Four-band emission with thermal hole occupation."""
    kt = k * temp / e * 1000
    occ = np.exp(-(energy4[-1] - energy4) / kt)
    return degree([np.sqrt(w) * v for w, s in zip(occ, states4)
                   for v in dipoles(s)])


boltz = [np.exp(-(energy4[-1] - energy4[0]) / (k * t / e * 1000))
         for t in (10, 300)]

# Lower LH envelope overlap: solve the scan with a reduced LH dipole
overlap = 0.9


def overlap_degree(x):
    return degree(dipoles(HH + overlap * x * LH))


beta_overlap = brentq(lambda x: overlap_degree(x) - P, 0.001, 1)

# Z-dipole power relative to in-plane power inside the lens cone
aperture, index = 0.5, 3.5
cone = np.arcsin(aperture / index)
comp = abs(mixed(beta).reshape(3, 2))**2
z_power = comp[2].sum() * quad(lambda t: np.sin(t)**3, 0, cone)[0]
plane_power = comp[:2].sum() * quad(
    lambda t: (1 + np.cos(t)**2) / 2 * np.sin(t), 0, cone)[0]

print(f"Measured linear degree P: {100*P:.1f} %")
print(f"beta from linear law: {beta_linear:.5f}")
print(f"beta from full formula: {beta:.5f}")
print(f"beta from polariser scan: {beta_scan:.5f}")
print(f"Rejected root for beta: {beta_other:.2f}")
print(f"Relative error scale beta^2/3: {100*beta**2/3:.3f} %")
print(f"LH weight: {100*beta**2/(1+beta**2):.3f} %")
print(f"Imax/Imin: {(1+P)/(1-P):.4f}")
print(f"Input HH-LH splitting: {gap:.1f} meV")
print(f"Input deformation potential d: {d/1000:.1f} eV")
print(f"Input spin-orbit splitting S: {so_split:.1f} meV")
print(f"Four-band shear energy |d exy|: {shear_energy:.3f} meV")
print(f"Four-band shear strain exy: {100*exy:.4f} %")
print(f"Strong polarisation axis, exy > 0: {strong_axis:.1f} deg")
print(f"Six-band axial parameter D: {axial6:.2f} meV")
print(f"Six-band shear strain for same P: {100*exy6:.4f} %")
print(f"Six-band LH/HH amplitude ratio: {beta6:.5f}")
print(f"Six-band LH weight: {100*w_lh:.3f} %")
print(f"Six-band split-off weight: {100*w_so:.3f} %")
print(f"Ratio beta four-band/six-band: {beta/beta6:.3f}")
print(f"Ratio strain four-band/six-band: {exy/exy6:.3f}")
print(f"Six-band P at four-band strain: {100*P_same_shear:.2f} %")
print(f"LH Boltzmann factor at 10 K: {boltz[0]:.2e}")
print(f"LH Boltzmann factor at 300 K: {boltz[1]:.4f}")
print(f"Thermal P at 10 K: {100*thermal_degree(10):.3f} %")
print(f"Thermal P at 300 K: {100*thermal_degree(300):.3f} %")
print(f"Assumed LH/HH overlap ratio: {overlap:.2f}")
print(f"beta with that overlap ratio: {beta_overlap:.5f}")
print(f"Lens numerical aperture: {aperture:.2f}")
print(f"Refractive index: {index:.2f}")
print(f"Cone half-angle inside: {np.degrees(cone):.2f} deg")
print(f"Z/in-plane power in cone: {z_power/plane_power:.2e}")
print("verified")
```

Printed output:

```
Measured linear degree P: 10.0 %
beta from linear law: 0.08660
beta from full formula: 0.08682
beta from polariser scan: 0.08682
Rejected root for beta: 34.55
Relative error scale beta^2/3: 0.251 %
LH weight: 0.748 %
Imax/Imin: 1.2222
Input HH-LH splitting: 80.0 meV
Input deformation potential d: -4.0 eV
Input spin-orbit splitting S: 360.0 meV
Four-band shear energy |d exy|: 6.998 meV
Four-band shear strain exy: 0.1750 %
Strong polarisation axis, exy > 0: 135.0 deg
Six-band axial parameter D: 93.33 meV
Six-band shear strain for same P: 0.0938 %
Six-band LH/HH amplitude ratio: 0.05562
Six-band LH weight: 0.308 %
Six-band split-off weight: 0.048 %
Ratio beta four-band/six-band: 1.561
Ratio strain four-band/six-band: 1.865
Six-band P at four-band strain: 18.37 %
LH Boltzmann factor at 10 K: 1.17e-41
LH Boltzmann factor at 300 K: 0.0432
Thermal P at 10 K: 10.000 %
Thermal P at 300 K: 9.429 %
Assumed LH/HH overlap ratio: 0.90
beta with that overlap ratio: 0.09647
Lens numerical aperture: 0.50
Refractive index: 3.50
Cone half-angle inside: 8.21 deg
Z/in-plane power in cone: 5.15e-05
verified
```
